# Thermal Position Variance of a Pinned Domain Edge in a Film, part 2

A domain edge runs along \(y\) in a film \(0<z<t\). Its interface has sideways displacement \(u(y,z)\), tension \(\gamma\) (energy per area), and pinning energy per area \(w(u)\) with stiffness \(\kappa=w''(0)\). The film surfaces add no energy quadratic in \(u\). With \(g^2=u_y^2+u_z^2\), where subscripts denote derivatives, the area energy is

\[
\gamma\left(\sqrt{1+g^2}-1\right)=\frac{\gamma}{2}g^2-\frac{\gamma}{8}g^4+\dots
\]

For small slopes and harmonic pinning, the energy is

\[
F[u]=\int dy\int_0^t dz\left[\frac{\gamma}{2}\left(u_y^2+u_z^2\right)+\frac{\kappa}{2}u^2\right].
\tag{1}
\]

Shapes have the classical weight \(e^{-F/kT}\), with \(k\) the Boltzmann constant and \(T\) the temperature. Write \(u=U+\sum_{n\ge1}c_n\cos(q_nz)\), with \(q_n=n\pi/t\) and \(U(y)\) the thickness average. The modes \(U\) and \(c_n\) are independent, and the energy of \(U\) is

\[
F_0[U]=t\int dy\left[\frac{\gamma}{2}U'^2+\frac{\kappa}{2}U^2\right].
\tag{3}
\]

The energy of \(c_n\) is the same with \(t\) replaced by \(t/2\) and \(\kappa\) by \(\kappa+\gamma q_n^2\). On a periodic line of length \(L\), the Fourier components \(U_q\) satisfy \(U_{-q}=U_q^*\), so \(\pm q\) are treated as a pair, and

\[
\langle|U_q|^2\rangle=\frac{kT}{tL\,(\gamma q^2+\kappa)}.
\tag{5}
\]

With \(\xi=\sqrt{\gamma/\kappa}\), the theorem of the first half gives, on a long line,

\[
\sigma^2\equiv\langle U^2\rangle=\frac{kT}{2t\sqrt{\gamma\kappa}}=\frac{kT\xi}{2t\gamma}.
\tag{8}
\]

The example uses round values in the regime of a lamellar film of poly(styrene-*block*-methyl methacrylate): \(t=30\) nm, \(T=500\) K, \(\gamma=1\) mJ/m², \(\kappa=0.01\) mJ/m² per nm², and lamellar period \(p=28\) nm. Since 1 mJ/m² is 1 zJ/nm², energies are given in zJ. Then \(kT=6.903\) zJ, \(\xi=10\) nm, \(\sigma^2=1.15\) nm² and \(\sigma=1.07\) nm.

### Proposition 1: the variance at a given depth

At a given depth the modes \(c_n\) contribute too. Their sum diverges unless short waves are cut off, because a continuous interface has no smallest wavelength. A real one does: below a length \(a\), comparable with the width of the interface, the sheet model loses its meaning. We keep the modes with \(q^2+q_n^2<\Lambda^2\), where \(\Lambda=\pi/a\).

**Proposition 1.** With \(m_n^2=\xi^{-2}+q_n^2\) and

\[
v_n=\frac{kT}{\pi\gamma t\,m_n}\arctan\frac{\sqrt{\Lambda^2-q_n^2}}{m_n},
\tag{9}
\]

the variance at depth \(z\) is \(\langle u^2\rangle=v_0+2\sum_{n\ge1}v_n\cos^2(q_nz)\), summed over \(q_n<\Lambda\).

*Proof.* For a long line, the sum over \(q\) of the component variances becomes \(L\int dq/2\pi\). With the replacements stated above, \(\kappa+\gamma q_n^2=\gamma m_n^2\), and

\[
\langle c_n^2\rangle=\int_{-Q_n}^{Q_n}\frac{dq}{2\pi}\,\frac{kT}{(t/2)\,\gamma(q^2+m_n^2)},\qquad Q_n=\sqrt{\Lambda^2-q_n^2}.
\]

Because \(\int_{-Q}^{Q}dq/(q^2+m^2)=(2/m)\arctan(Q/m)\), this equals \(2v_n\). For \(n=0\) the height is \(t\) instead of \(t/2\), which gives \(v_0\). The modes are independent, so cross terms vanish and the squares add. \(\square\)

Averaged over depth, \(\cos^2\) gives \(\frac12\) and the local variance is \(\sum_{n\ge0}v_n\). At either film surface \(\cos^2=1\), and it is \(v_0+2\sum_{n\ge1}v_n\). Bending modes count double there because each has an antinode at a free surface.

The cutoff also lowers the thickness-average variance itself. Since \(m_0=1/\xi\), equation (9) gives \(v_0=\sigma^2\,\frac2\pi\arctan(\Lambda\xi)\), which returns to \(\sigma^2\) for \(\Lambda\xi\gg1\).

For the example take \(a=5\) nm, so \(\Lambda=0.628\) nm⁻¹. The factor on \(\sigma^2\) is \(\frac2\pi\arctan(6.28)=0.90\). The values of \(v_n\) for \(n=0\) to 5 are 1.035, 0.678, 0.378, 0.228, 0.141 and 0.079 nm². The mode \(n=6\) has \(q_6=\Lambda\) and drops out. The sum is 2.54 nm², an rms of 1.6 nm. At a surface the variance is

\[
1.035+2\,(0.678+0.378+0.228+0.141+0.079)=4.04\ \text{nm}^2,
\]

an rms of 2.0 nm. This is nearly twice the 1.07 nm of the theorem.

These local values depend on \(a\). For \(\xi^{-1}\ll q_n\ll\Lambda\), we have \(m_n\simeq n\pi/t\) and the arctangent is close to \(\pi/2\), so \(v_n\simeq kT/(2\pi\gamma n)\). The sum of \(1/n\) up to about \(t/a\) grows as \(\ln(t/a)\). Its coefficient is \(kT/(2\pi\gamma)=6.903/6.283=1.10\) nm², comparable with \(\sigma^2\) in the example. Relative to \(\sigma^2\), and for a film not much thicker than \(\xi\), the bending part is of order \((t/\pi\xi)\ln(t/a)\). At a surface it is twice as large. For a film several times thicker than \(a\), the theorem therefore describes the edge at each depth when \(t\ln(t/a)\ll\pi\xi\). In every case it also needs \(\Lambda\xi\gg1\), so that \(v_0\) is close to \(\sigma^2\). With \(t=3\xi\), the example does not meet this condition.

**Top and bottom edges.** Their covariance at the same \(y\) needs no cutoff. Since \(\cos(q_nt)=(-1)^n\), and \(v_n\to kT/(2\gamma tm_n)=\sigma^2/(\xi m_n)\) as \(\Lambda\to\infty\),

\[
\langle u(y,0)\,u(y,t)\rangle=\sigma^2\left[1+2\sum_{n\ge1}\frac{(-1)^n}{\sqrt{1+(n\pi\xi/t)^2}}\right].
\]

The terms alternate in sign and decrease to zero, so the series converges. Summed numerically, it gives 0.15 nm² in the example. Because the convergence is slow, a cutoff still shifts the value: with \(a=5\) nm the \(v_n\) above give \(1.035-2\,(0.678-0.378+0.228-0.141+0.079)=0.10\) nm². Either value is a few percent of the surface variance. In the example, therefore, the edge seen at the top says little about the edge at the bottom. In a film much thinner than \(\xi\) the two can move together.

### Proposition 2: pinning that varies with depth

A chemical pattern under the film acts mainly from below, so \(\kappa\) may depend on \(z\). Let \(M=-\gamma\,d^2/dz^2+\kappa(z)\) act on functions with zero slope at both surfaces, with orthonormal eigenfunctions \(\varphi_j\) and eigenvalues \(\lambda_j>0\). Let \(e=t^{-1/2}\) be the normalized constant function, and \(e_j=\int_0^te\,\varphi_j\,dz\).

**Proposition 2.** With \(\bar\kappa\) the depth average of \(\kappa(z)\),

\[
\langle U^2\rangle=\frac{kT}{2t\sqrt\gamma}\sum_j\frac{e_j^2}{\sqrt{\lambda_j}}\;\ge\;\frac{kT}{2t\sqrt{\gamma\bar\kappa}} .
\]

*Proof.* Put \(u=\sum_jb_j(y)\varphi_j(z)\). Integrating \(\gamma u_z^2\) by parts in \(z\) leaves no surface term, and the energy becomes \(\sum_j\int dy\,[\frac\gamma2b_j'^2+\frac{\lambda_j}2b_j^2]\). This is the form treated in the theorem, with \(t\to1\) and \(\kappa\to\lambda_j\), so \(\langle b_j^2\rangle=kT/(2\sqrt{\gamma\lambda_j})\). The average is \(U=\frac1t\sum_jb_j\int_0^t\varphi_j\,dz=t^{-1/2}\sum_je_jb_j\), because \(\int_0^t\varphi_j\,dz=\sqrt t\,e_j\). Squaring, with independent \(b_j\), gives the equality.

For the bound, note that \(\sum_je_j^2=1\), so the \(e_j^2\) are weights. The function \(\lambda^{-1/2}\) is convex, so its weighted mean is at least its value at the mean of \(\lambda\). That mean is \(\sum_je_j^2\lambda_j=\int_0^te\,Me\,dz=\bar\kappa\), since a constant has no curvature. \(\square\)

For a given mean stiffness, uneven pinning thus never reduces the variance of \(U\). Suppose that the pinning of the example is confined to the bottom third of the film, at three times the strength, so that \(\bar\kappa\) is unchanged. Diagonalizing \(M\) on 30 equal layers gives a variance 1.43 times larger. The rms rises by \(\sqrt{1.43}=1.20\), to 1.28 nm.

### Proposition 3: neighbouring edges that also move

In a lamellar film, part of the pinning comes from neighbouring edges, which fluctuate themselves. Take a row of edges with thickness averages \(U_j\) and energy

\[
t\int dy\sum_j\left[\frac\gamma2U_j'^2+\frac{\kappa_0}2U_j^2+\frac K2(U_j-U_{j+1})^2\right],\qquad \kappa_0>0,\quad K\ge0 .
\]

With its neighbours held at zero, \(U_j\) enters two coupling terms and feels the stiffness \(\kappa=\kappa_0+2K\). Let \(f=2K/\kappa\) be the neighbours' share, so that \(0\le f<1\).

**Proposition 3.** When all edges move, the variance of each is

\[
\langle U_j^2\rangle=\sigma^2\int_0^{2\pi}\frac{d\phi}{2\pi}\,\frac1{\sqrt{1-f\cos\phi}} .
\]

*Proof.* For \(N\) edges in a ring, put \(U_j=N^{-1/2}\sum_\phi V_\phi e^{ij\phi}\). The coupling acquires the factor \(|1-e^{i\phi}|^2=2-2\cos\phi\), and the stiffness of \(V_\phi\) is \(\kappa_0+2K(1-\cos\phi)=\kappa(1-f\cos\phi)\). The theorem gives \(\langle|V_\phi|^2\rangle=\sigma^2/\sqrt{1-f\cos\phi}\), with \(\pm\phi\) paired as \(\pm q\) were in the first half. All edges are equivalent, so \(\langle U_j^2\rangle\) is the mean over \(\phi\), which becomes the integral for large \(N\). \(\square\)

For \(f=0.5\) the integral, evaluated numerically, is 1.055, so the variance rises by 5.5%. As \(f\to1\) the integrand behaves as \(\sqrt2/|\phi|\) near \(\phi=0\), and the variance diverges logarithmically. Neighbours alone cannot hold an infinite row in place in this model: long waves across the row cost so little energy that their contributions add up without limit.

### Limits of the harmonic energy

**Pinning.** A periodic guide may be modelled by \(w=\kappa(1-\cos Gu)/G^2\) with \(G=2\pi/p\). It has the same curvature \(\kappa\) at the minimum, and its next term is \(-\kappa G^2u^4/24\). Consider an edge that is uniform through the depth, \(u=U\). To first order in this term, a Gaussian average pairs two of the four factors in six ways, so \(U^4\) acts as \(6\sigma^2U^2\). The stiffness becomes \(\kappa(1-G^2\sigma^2/2)\), and since the variance goes as \(\kappa^{-1/2}\), it changes by the factor

\[
1+\frac{G^2\sigma^2}4=1+\frac14\left(\frac{2\pi\times1.073}{28}\right)^2=1.0145 .
\]

A numerical treatment keeps the whole cosine. The line is cut into steps of 1 nm, the Boltzmann factor of one step is written as a matrix between displacements on a grid within one well of the guide, and the square of its leading eigenvector gives the distribution of \(U\) on a long line. The variance rises by 1.5% relative to harmonic pinning treated in the same way. Both figures hold for an edge that is uniform through the depth. If it also bends, the quartic term couples \(U\) to the \(c_n\), and the depth-averaged local variance replaces \(\sigma^2\) in the softening of \(\kappa\). With 2.54 nm² the first-order factor on \(\langle U^2\rangle\) becomes 1.03.

**Slopes.** The same method, with 5 nm steps and the true length of each segment in place of its quadratic form, raises the variance by 2.4%. This figure belongs to the chosen step and grows when the step is shortened, because shorter segments have steeper slopes. The sign is understandable: \(\sqrt{1+s^2}-1\) falls below \(s^2/2\) by an amount that grows with the slope \(|s|\), so steep segments cost less energy and the edge is softer.

For an interface that also bends through the depth, the slopes are larger. Summing \((q^2+q_n^2)\) times the variance of each mode below the cutoff gives \(\langle g^2\rangle=0.21\), where \(g\) is the total slope. The neglected quartic energy relative to the quadratic one is \(\langle g^4\rangle/(4\langle g^2\rangle)\). If the two slope components are taken as independent Gaussians of equal variance, \(\langle g^4\rangle=2\langle g^2\rangle^2\), and the ratio is \(0.21/2\), about 10%. The local variances of Proposition 1 are correspondingly rough, and so is \(\langle U^2\rangle\), because the quartic term couples \(U\) to the bending modes. Pairing factors as before turns the tension felt by \(U\) into \(\gamma\,[1-(3\langle u_y^2\rangle+\langle u_z^2\rangle)/2]\). Here \(\langle u_z^2\rangle=\sum_nq_n^2v_n=0.093\) and \(\langle u_y^2\rangle=0.116\), so the tension falls by about a fifth. To first order \(\langle U^2\rangle\) rises by about 10%, well above the 2.4% of the uniform edge.

### The example beside a real film

A period near 28 nm, a thickness of a few tens of nanometres, annealing near 500 K and a tension of about 1 mJ/m² are rough typical values for this copolymer. The pinning stiffness is the least certain input. Its scale can be estimated from a simple model of lamellae with energy per volume \(2\gamma/p+Cp^2\), the sum of interface and chain stretching. The minimum requires \(C=\gamma/p^3\), and the second derivative there is \(4\gamma/p^3+2C=6\gamma/p^3\). Moving one edge by \(u\) widens one half-period and narrows the other. If each responds like bulk material whose period changes by \(2u\), the cost per area is \(p\cdot\frac12\cdot(6\gamma/p^3)(2u)^2=\frac12(24\gamma/p^2)u^2\). The example uses \(\kappa p^2/\gamma=7.84\), about a third of this crude value. With 24 instead, and the neighbouring edges held fixed, \(\sigma\) would fall by the factor \((24/7.84)^{1/4}=1.32\), to 0.81 nm. In this simple model the stiffness comes from the neighbours alone, as in the limit \(f\to1\) of Proposition 3. If they move too, some pinning by a guide is needed to keep the variance finite in a long row. The match with Proposition 3 is limited to the coupling across the row. When all edges tilt together by a slope \(s\), the period normal to the layers shrinks only by \(ps^2/2\). Since the energy is at its minimum in \(p\), the cost per edge is \(\frac p2\cdot\frac12\cdot(6\gamma/p^3)(ps^2/2)^2=\frac38\gamma s^4\), with no term \(\frac12\gamma s^2\): relaxed chain stretching cancels the added interface area. Lamellae that undulate in phase are therefore softer than Proposition 3 assumes, and its numbers do not carry over to them.

Of the corrections given numbers for the example, bending through the depth is the largest: with it, the rms at a film surface is about 2.0 nm for the chosen cutoff, against 1.07 nm for \(U\). Pinning from below raises the rms of \(U\) by about 20% in the case computed. A real edge also stops moving on cooling. If it freezes near 380 K with \(\gamma\) and \(\kappa\) unchanged, the variance is multiplied by \(380/500=0.76\), and \(\sigma\) becomes 0.94 nm. Roughness copied from the guiding pattern, defects, and changes made by etching are not thermal and lie outside the model.
